Half-paired dopants in silicon: counting the nearest-neighbour bonds

**Problem**

Silicon contains 5×10¹⁹ cm⁻³ identical substitutional dopants. Two dopants on nearest-neighbour sites form a dimer, and separating them costs E = 0.50 eV. Count the nearest-neighbour bonds of the crystal and find the temperature at which half of the dopant atoms are in dimers at equilibrium. Neglect clusters larger than dimers and any vibrational entropy of pairing.

"Half paired" refers to atoms. If C is the dopant density, n₁ the density of isolated dopants and n₂ that of dimers, then

n₁ = C/2, n₂ = C/4,

because each dimer holds two atoms. The algebra uses atomic units, with temperature written as the energy τ = k_B T. Numerical energies are in eV.

**A tempting solution**

Let N be the density of lattice sites. An isolated dopant has N places per unit volume. For a dimer, put the first atom on any of the N sites and the second on any of its four neighbours, which gives 4N places. The law of mass action compares the places for a dimer with those for two isolated atoms and weights the dimer by its Boltzmann factor:

n₂/n₁² = (4N/N²) exp(E/τ) = (4/N) exp(E/τ).

At half pairing the left side is (C/4)/(C/2)² = 1/C, so

exp(E/τ) = N/(4C).

The conventional cubic cell of silicon has edge a = 5.431 Å and holds eight atoms, so N = 8/a³ = 4.994×10²² cm⁻³. Then N/(4C) = 249.7, whose logarithm is 5.520, and the temperature comes out as 1051 K.

**Where it fails**

The mass-action law is sound, but the number of dimer places is not. Let i and j be neighbouring sites. The recipe counts "first atom on i, second on j" and "first atom on j, second on i" as two places. The dopants are identical, so these are one arrangement. The correct number of places is the number of bonds. Each site has four bond ends and each bond has two ends, so the bond density is

4N/2 = 2N = 9.988×10²² cm⁻³.

A case with no binding exposes the error without any thermodynamics. For E = 0 the dopants are scattered at random. Each dopant has four neighbouring sites, each occupied with probability x = C/N, so to leading order in x a fraction 4x of the atoms has a dopant neighbour. The tempting law gives something else. With f the paired fraction, n₁ = (1 − f)C and n₂ = fC/2, it reads f/(1 − f)² = 8x at E = 0. For small x this gives f ≈ 8x, twice the correct value.

**The right solution**

Take a volume V containing M dopants, of which N₁ are isolated and N₂ is the number of dimers, so that

N₁ + 2N₂ = M.

There are NV places for each isolated dopant and 2NV for each dimer. Since objects of the same kind are indistinguishable, the number of arrangements is

W = [(NV)^N₁ / N₁!] · [(2NV)^N₂ / N₂!].

This expression lets clusters overlap or touch. To avoid that, a new isolated dopant needs its own site and four neighbours free, five sites in all. A new dimer needs its two sites and their six outer neighbours free, eight in all. Each of these sites is occupied with probability about x = 1.001×10⁻³, so at most about 0.8 % of the places are lost. Such a factor enters the final temperature through a logarithm of about 6, so it moves the result by no more than a kelvin or two.

Taking the energy of isolated dopants as zero, the free energy is

F = −E N₂ − τ ln W.

With Stirling's formula, ln n! ≈ n ln n − n,

ln W = N₁ ln(NV) − N₁ ln N₁ + N₁ + N₂ ln(2NV) − N₂ ln N₂ + N₂.

Forming one more dimer removes two isolated atoms, so dN₁/dN₂ = −2. The derivative of −N₁ ln N₁ + N₁ with respect to N₁ is −ln N₁, and the dimer terms behave in the same way. Hence

d ln W/dN₂ = −2[ln(NV) − ln N₁] + ln(2NV) − ln N₂
= ln[2N₁²/(NV N₂)].

The condition dF/dN₂ = 0 then reads

−E − τ ln[2N₁²/(NV N₂)] = 0,

or, after exponentiation,

NV N₂/(2N₁²) = exp(E/τ).

The second derivative of F is τ(4/N₁ + 1/N₂), which is positive, so this is a minimum. With n₁ = N₁/V and n₂ = N₂/V,

n₂/n₁² = (2/N) exp(E/τ).

The factor 2 is the number of bonds per site. Inserting n₁ = (1 − f)C and n₂ = fC/2 gives

f/[2C(1 − f)²] = (2/N) exp(E/τ),

and multiplication by 2C gives

f/(1 − f)² = g, with g = 4x exp(E/τ).

At half pairing the left side is (1/2)/(1/4) = 2. Therefore exp(E/τ) = 1/(2x) = N/(2C), and

k_B T_half = E / ln(N/2C).

For the given numbers, N/(2C) = 499.4 and its logarithm is 6.213. Thus

k_B T_half = 0.50 eV / 6.213 = 0.0805 eV,

T_half = 934 K, or 661 °C.

At this temperature there are 2.5×10¹⁹ cm⁻³ isolated dopants and 1.25×10¹⁹ cm⁻³ dimers. The double count had raised the temperature by 117 K. Since C enters through N/(2C), the rejected value of 1051 K is the correct half-pairing temperature for twice the dopant density, with E unchanged.

**The paired fraction at other temperatures**

Expanding f = g(1 − f)² gives

g f² − (2g + 1) f + g = 0.

The discriminant is (2g + 1)² − 4g² = 4g + 1. The product of the two roots is 1, so the physical root, which lies below 1, is the smaller one:

f = [2g + 1 − √(4g + 1)]/(2g).

On cooling, g grows and f ≈ 1 − 1/√g, which approaches complete pairing. On heating, exp(E/τ) tends to 1 and f approaches the random value of about 4x, here 0.40 %, rather than zero.

At fixed C and E, the paired fraction is 0.66 at 800 K, 0.43 at 1000 K, 0.27 at 1200 K and 0.21 at 1300 K. The change is gradual, and its rate at the midpoint follows from ln g = ln f − 2 ln(1 − f):

d ln g/df = 1/f + 2/(1 − f) = 6 at f = 1/2,

d ln g/dT = −E/(k_B T²) = −6.213/(934 K).

Their quotient is df/dT = −1.1×10⁻³ K⁻¹. Near the midpoint, a rise of 100 K therefore breaks up pairs holding about 11 % of all dopants.

The bond count and the dilute approximation were tested together by a Monte Carlo simulation of 64 dopants on a periodic diamond lattice of 64,000 sites, with each dopant allowed at most one dopant neighbour. It gave a paired fraction of 0.501 at T_half and 0.267 at 1200 K, against 0.500 and 0.269 from the formula. The accepted difference was 0.025, set by the statistical noise. Near the midpoint this corresponds to about 23 K, which is fine enough to rule out the double count but too coarse to resolve the small effect of blocked places estimated above.

**What the neglect of larger clusters requires**

A connected triple has a central site and two of its four neighbours, which can be chosen in six ways. There are thus 6N places for a trimer. Let E₃ be the energy needed to separate it completely. Each trimer removes three isolated atoms, so the same minimisation gives

−3 ln(NV/N₁) + ln(6NV/N₃) = −E₃/τ,

n₃ = 6N (n₁/N)³ exp(E₃/τ).

To judge whether trimers are negligible, keep n₁ = C/2. The ratio of atoms in trimers to all dopants is then

3n₃/C = (9/4) x² exp(E₃/τ).

If the third atom gains no energy, E₃ = 0.50 eV and the ratio at T_half is 0.11 %. If each of the two bonds supplies 0.50 eV, then E₃ = 1.00 eV and the ratio is 0.56. Added to the halves already assigned to isolated atoms and dimers, this exceeds the total supply, so trimers cannot be neglected in that case. The estimate reaches 1 % at E₃ = 0.676 eV, so the third atom must be bound by less than about 0.18 eV for trimers to stay below that level.

With additive bonds and clusters up to trimers, the atom balance has to be solved again. Write y = x exp(E/τ) and keep half the atoms isolated. The dimers hold 2n₂/C = y and the trimers hold 3n₃/C = (9/4)y², so

y + (9/4)y² = 1/2, y = (−1 + √5.5)/4.5 = 0.299.

The temperature at which half the atoms are isolated is then E/[k_B ln(y/x)] = 1018 K, which is 84 K above the dimer result.

Stopping at trimers is not consistent either if every bond is worth E. Consider a lattice of S sites with M dopants, B dopant–dopant bonds and B_h host–host bonds. Counting the bond ends on dopants and on host atoms, and subtracting to cancel the mixed bonds, gives

4M − 4(S − M) = 2B − 2B_h.

Multiplication by E/2 and rearrangement give

−E B + 2E M = −E B_h + 2E(S − M).

The left side is the energy minus μM for a dopant chemical potential μ = −2E. It is unchanged when dopants and host atoms are exchanged. A dopant-poor phase and its dopant-rich mirror image therefore coexist at this μ when the lattice separates into two phases. The dilute phase then has a site fraction of about exp(μ/τ) = exp(−2E/τ). At 934 K this is 2.0×10¹⁷ cm⁻³, about 250 times less than C. Dopants with additive bonds would precipitate rather than remain half paired.

The answer of 934 K thus describes a constrained equilibrium. It applies if binding saturates at the dimer, or if a third atom attaches so slowly that pairs equilibrate first. The second case needs a reason, such as a barrier to attachment, because dimers that capture atoms freely would grow into trimers on much the same timescale as pairs form.

**Entropy and charge**

If pairing changes the vibrational entropy by s k_B, the dimer weight gains a factor exp(s), and the half-pairing condition becomes

E/τ = ln(N/2C) − s.

With E and C fixed, s = +1 gives 1113 K and s = −1 gives 804 K. The logarithm is only about 6, so one unit of entropy matters. An error of 0.1 eV in E moves the result by 187 K.

Charge can matter as much. Suppose that isolated dopants are ionised donors and dimers are neutral. Forming a dimer then consumes two electrons, and its binding free energy depends on the Fermi level. Let E be the value at electron density C. At half pairing the electron density is C/2 and the Fermi level is lower by some amount Δ. The binding is weakened by 2Δ, so

E/τ = ln(N/2C) + 2Δ/τ.

For nondegenerate electrons Δ = τ ln 2, which gives 763 K. Fermi–Dirac statistics with a rough density-of-states effective mass of about 1.1 electron masses give about 750 K, some 185 K below the simple answer. Both values treat donors and electrons as ideal gases with a fixed band edge. At these densities the screening length is only 1 to 1.5 nm. The screening energy of the charges weakens as the density falls, which offsets part of 2Δ ≈ 0.10 eV. Crude Debye–Hückel estimates raise the result by anything from ten to more than a hundred kelvin, depending on the short-range cut-off, so the size of the charge shift is only indicative. Thermally generated carriers were left out of this estimate. Their intrinsic density at 934 K is of the order of 10¹⁸ cm⁻³ or somewhat less, small beside the 2.5×10¹⁹ cm⁻³ supplied by the isolated donors.

Both temperatures assume that E, the value at electron density C, is 0.50 eV whatever the temperature. In fact the Fermi level at fixed density also moves with temperature. If the dimer's energy is instead fixed relative to the conduction-band edge, with E = 0.50 eV at 934 K, half pairing comes at roughly 820 K. A binding energy for charged dopants therefore needs both a carrier density and a temperature to go with it.

**Comparison with an implanted layer**

Arsenic-implanted source and drain regions have concentrations of very roughly 10¹⁹ to 10²¹ cm⁻³, so the chosen density lies towards the lower end. The binding energy is a round model parameter, not a measured arsenic pair energy. Deactivation of arsenic also involves clusters containing vacancies, which this model lacks. Their effect is not sized here. The sensitivity of 187 K per 0.1 eV found above applies to the dimer energy only. The temperature of 661 °C is also well below that of a typical short activation anneal, which is roughly 1000 °C.

Equilibrium also takes time. Around one dopant, the steady density of diffusing partners is C(1 − R/r), where R is the capture radius. Both atoms move, so their relative diffusivity is 2D. The inward flow through the sphere of radius R is 4πR² · 2D · C/R, and the encounter time is its inverse:

t = 1/(8πRDC).

Take R as the bond length, 2.35 Å, and D as 0.1 cm²/s times exp(−3.5 eV/k_B T), both diffusion parameters being rough. Then t is of the order of a month at 934 K and of ten seconds at 1300 K. This D is close to the value for arsenic in intrinsic silicon. Here the electron density far exceeds the intrinsic one, which speeds up donor diffusion. Typical arsenic parameters would shorten the times to a few days and a few seconds. These times are for dopants that do not repel each other. Ionised dopants of like charge do, and even with screening by the electrons a point-charge estimate lengthens the times about tenfold at 1300 K and by a factor of 20 to 40 at 934 K. With this diffusivity, a short anneal at 661 °C would not reach the calculated equilibrium. Excess point defects left by implantation can speed up diffusion and shorten the time. The half-pairing temperature is therefore a statement about equilibrium, and using it to choose an anneal requires a separate check that the dopants can move far enough to meet. Most of the values used here are collected in the numerical output below.

Numbers as computed

```
lattice constant: 5.4310 angstrom
bond length: 2.352 angstrom
site density N: 4.9940e+22 cm^-3
bonds per site, counted: 2
bond density: 9.9879e+22 cm^-3
dopant density C: 5.0e+19 cm^-3
site fraction x: 1.0012e-03
binding energy E: 0.50 eV
N/(2C): 499.4
ln(N/2C): 6.2134
k T_half: 0.08047 eV
T_half: 933.8 K = 660.7 C
isolated density at T_half: 2.50e+19 cm^-3
dimer density at T_half: 1.25e+19 cm^-3
T if bonds are counted twice: 1051 K
paired fraction at 800 K: 0.659
paired fraction at 1000 K: 0.430
paired fraction at 1200 K: 0.269
paired fraction at 1300 K: 0.214
chance pairing for E = 0: 0.40 %
explicit sum, paired at T_half: 0.4999
Monte Carlo sites, dopants: 64000, 64
Monte Carlo, paired at T_half: 0.501
Monte Carlo, paired at 1200 K: 0.267
T_half change per 0.1 eV in E: 187 K
connected triples per site: 6
atoms in trimers / C, E3 = 0.5 eV: 1.13e-03
atoms in trimers / C, E3 = 1.0 eV: 0.56 (estimate)
E3 giving 1 % of atoms in trimers: 0.676 eV
half isolated with additive trimers: 1018 K
explicit sum, isolated there: 0.5003
additive-bond solubility at T_half: 2.0e+17 cm^-3
T_half, pairing entropy +1 k_B: 1113 K
T_half, pairing entropy -1 k_B: 804 K
rough electron, hole masses: 1.08, 1.1 m_e
rough hot band gap: 0.8 eV
intrinsic density at T_half: 1.1e+18 cm^-3 (rough)
T_half, neutral dimers: 748 K
same, nondegenerate electrons: 763 K
rough diffusion prefactor: 0.1 cm^2/s
rough diffusion barrier: 3.5 eV
encounter time at T_half: 30 days
encounter time at 1300 K: 13 s
```
